# Why charge equilibration makes an insulating environment respond like a metal

**Q:** I describe an insulating environment by charge equilibration, QEq. Each atom gets an electronegativity and a hardness, the charges minimise an energy, and I fit the parameters to a small piece. Once the small piece responds correctly, I take the model to any size. Is anything wrong with that?

**A:** The last step. Let us write down what is minimised, in Hartree atomic units. With $q_i$ the charge of atom $i$, positive when electrons are lost,

$$E=\sum_i\left(\chi_i q_i+\tfrac12\eta_i q_i^2\right)+\sum_{i<j}J_{ij}q_iq_j ,\qquad \sum_i q_i=0 .$$

Any atom may exchange charge with any other. How do you obtain $\chi$ and $\eta$?

**Q:** From the ionisation energy $I$ and the electron affinity $A$ of the free atom. The parabola must pass through the energies of the cation and the anion:

$$I=\chi+\tfrac12\eta,\qquad -A=-\chi+\tfrac12\eta .$$

Adding the two gives $\eta=I-A$; subtracting them gives $\chi=(I+A)/2$.

**A:** And $J_{ij}$?

**Q:** The repulsion of two Gaussian charges. It is the mean of $1/|\mathbf R+\mathbf u|$, where $\mathbf u$ is the difference of two Gaussian-distributed positions and so is itself Gaussian, with density proportional to $e^{-\zeta^2u^2}$. The result is $J=\mathrm{erf}(\zeta R)/R$. I give each atom a density proportional to $e^{-2s^2r^2}$. Variances add, so $1/\zeta^2=1/(2s_i^2)+1/(2s_j^2)$. For two equal atoms $\zeta=s$, and $J\to2s/\sqrt\pi$ as $R\to0$. I set this self-repulsion equal to $\eta$, so $s=\sqrt\pi\,\eta/2$.

**A:** Good. Now pull a diatomic molecule apart. Put $q$ on atom A and $-q$ on atom B:

$$E(q)=(\chi_A-\chi_B)q+\tfrac12(\eta_A+\eta_B-2J)q^2 .$$

For a positive bracket, setting the derivative to zero gives

$$q=\frac{\chi_B-\chi_A}{\eta_A+\eta_B-2J(R)} .$$

What happens at large $R$?

**Q:** $J$ vanishes, and the charge tends to $q_\infty=(\chi_B-\chi_A)/(\eta_A+\eta_B)$. That is a fraction, not zero. Could the separated atoms really share charge like that?

**A:** Not in their ground state, if ionising either atom costs more than the other gains. At large distance the electronic states are the neutral pair and the ion pairs, and the coupling between them vanishes. Consider single transfers, with weight $w$ for A$^+$B$^-$ and $w'$ for A$^-$B$^+$. Relative to the neutral atoms the energy is

$$E=w\,(I_A-A_B)+w'\,(I_B-A_A).$$

A fractional mean charge is a mixture of integer charges, so its energy is linear in the weights. If both brackets are positive, the minimum is at $w=w'=0$. QEq instead puts a parabola between the integers, and the parabola dips below the straight lines. Inserting $q_\infty$ into $E(q)$ at $J=0$ gives

$$E_\infty=-\frac{(\chi_B-\chi_A)^2}{2(\eta_A+\eta_B)},$$

a binding energy between atoms that do not touch.

**Q:** Do my parameters at least know that the atoms should be neutral?

**A:** They do. From your relations, $I_A-A_B=\chi_A-\chi_B+\tfrac12(\eta_A+\eta_B)$, and the other bracket follows by exchanging A and B. Both are positive when $|\chi_B-\chi_A|<\tfrac12(\eta_A+\eta_B)$, which is $|q_\infty|<\tfrac12$. The integer energies contain the right answer; the interpolation loses it.

**Q:** How large is the effect in a real molecule?

**A:** Take LiH. I treated the Li $1s^2$ core by Hartree–Fock and two valence electrons by full configuration interaction (CI); one valence electron needs only restricted open-shell Hartree–Fock. In the molecule the core orbital comes from the triplet Hartree–Fock state. The Gaussian exponents form geometric series of ratio 3. Li has twelve $s$ functions starting at 0.01 and five $p$ sets starting at 0.02; H has eight $s$ starting at 0.02 and four $p$ sets starting at 0.05. Core correlation, relativity and the rest of the basis are left out. The last digit below depends on the basis: aug-cc-pVTZ raises the electron affinity of H by 0.0004 hartree and $q_\infty$ by 0.0003.

In hartree, Li has $I=0.1963$ and $A=0.0225$, so $\chi=0.1094$ and $\eta=0.1737$. Hydrogen has $I=0.4999$ and $A=0.0263$, so $\chi=0.2631$ and $\eta=0.4736$. Therefore

$$q_\infty=\frac{0.2631-0.1094}{0.1737+0.4736}=\frac{0.1537}{0.6473}=0.237 .$$

The false binding energy is $0.1537^2/(2\times0.6473)=0.0182$ hartree, or 0.50 eV. Making a distant Li$^+$H$^-$ pair actually costs $I_{\rm Li}-A_{\rm H}=0.170$ hartree.

For the molecule, compare the QEq charge on Li with the CI dipole divided by $R$. The latter is an effective charge, not a unique atomic charge, and it is converged in the basis only to about 0.01: aug-cc-pVTZ gives 0.768, 0.473 and 0.0125 at 3, 6 and 10 bohr.

| $R$ (bohr) | QEq | CI dipole$/R$ |
|---:|---:|---:|
| 3 | 0.646 | 0.778 |
| 6 | 0.450 | 0.465 |
| 10 | 0.343 | 0.011 |
| 20 | 0.281 | 0.000 |

**Q:** At 6 bohr the two almost agree.

**A:** And at 10 bohr they differ by a factor of roughly thirty. A point-charge estimate puts the ionic energy $0.170-1/R$ level with the neutral pair at $R=1/0.170=5.9$ bohr. The CI charge falls in that region because the ground state changes character. QEq has a single smooth parabola and cannot make that change.

**Q:** Then I avoid dissociation. My environment has fixed geometry and equal atoms. I fit the polarisability of one molecule and repeat the molecule. Surely that is safe?

**A:** Let us test it on a row. In a field $F$ along the row, the energy gains the term $-F\,x\cdot q$, where $x_i$ are the positions measured from the centre. The terms in $\chi$ shift the permanent charges but not the linear response, because the energy is quadratic. Let $H$ be the matrix with $\eta$ on the diagonal and $J_{ij}$ off it. The response per unit field minimises $\tfrac12q^{T}Hq-x\cdot q$ among neutral $q$, so

$$Hq^*=x+\mu\mathbf 1,\qquad \alpha=x\cdot q^* ,$$

where $\mu$ enforces neutrality. The minimum exists because $q^{T}Hq$ is twice the electrostatic energy of smeared charges, which is positive.

For H$_2$ with bond length $R$, the energy is $(\eta-J)q^2-FRq$. Its minimum is at $q=FR/[2(\eta-J)]$, hence

$$\alpha_1=\frac{R^2}{2(\eta-J(R))}.$$

Restricted Hartree–Fock in the 6-31G basis, with a field of 0.001 atomic units and $R=1.4$ bohr, gives $\alpha_1=6.495$ bohr³. Matching it requires $\eta-J=1.96/12.99=0.151$ hartree. Since $J$ depends on $\eta$ through the Gaussian width, this is solved numerically and gives $\eta=0.716$ hartree.

**Q:** So one molecule is right by construction. What about $n$ molecules in line?

**A:** I placed them end to end with a period of 5 bohr. The Hartree–Fock reference lacks correlation and its basis is small, but it is an insulating reference. In aug-cc-pVDZ its values per molecule move by up to 0.06 bohr³, to 6.53 at $n=1$ and 8.32 at $n=16$. These are polarisabilities per molecule, in bohr³:

| $n$ | Hartree–Fock | QEq |
|---:|---:|---:|
| 1 | 6.50 | 6.50 |
| 2 | 7.19 | 18.7 |
| 4 | 7.80 | 54.5 |
| 8 | 8.17 | 162 |
| 16 | 8.38 | 503 |

In Hartree–Fock each molecule added between $n=8$ and 16 contributes $(16\times8.380-8\times8.174)/8=8.59$ bohr³. Between 4 and 8 the gain was 8.55. The total is becoming linear in $n$. QEq is already wrong by a factor of 2.6 at two molecules, and by 60 at sixteen.

**Q:** Perhaps I chose an unlucky hardness. Could another value repair the growth?

**A:** No finite value can. The polarisability is also a maximum:

$$\alpha=\max_{\sum q=0}\left(2x\cdot q-q^{T}Hq\right).$$

To see this, put $q=q^*+d$ with $\sum_i d_i=0$. At $q^*$ the bracket is $2\alpha-q^*\!\cdot(x+\mu\mathbf 1)=\alpha$. The terms linear in $d$ are $2x\cdot d-2d\cdot(x+\mu\mathbf 1)=0$, and what remains is $-d^{T}Hd<0$. Any neutral trial charge therefore gives a lower bound. Which trial would you use?

**Q:** A linear profile, $q=cx$. It is neutral because $x$ is measured from the centre. The bracket is $2c\,x\cdot x-c^2x^{T}Hx$, and its best $c$ is $x\cdot x/(x^{T}Hx)$:

$$\alpha\ge\frac{(x\cdot x)^2}{x^{T}Hx}.$$

**A:** Now bound the denominator. All elements of $H$ are positive and $x_ix_j\le\tfrac12(x_i^2+x_j^2)$, so $x^{T}Hx\le S\,x\cdot x$, where $S$ is the largest row sum of $H$. Hence $\alpha\ge x\cdot x/S$.

For $N$ equal atoms with spacing $a$,

$$x\cdot x=a^2\left[\frac{(N-1)N(2N-1)}6-\frac{N(N-1)^2}4\right]=\frac{a^2N(N^2-1)}{12}.$$

Since $J(R)\le1/R$ and an atom has at most two neighbours at each distance $ka$,

$$S\le\eta+\frac2a\sum_{k=1}^{N-1}\frac1k\le\eta+\frac2a\left[1+\ln(N-1)\right].$$

The numerator grows as $N^3$ and the denominator only as $\ln N$. Your H$_2$ row has alternating spacings of 1.4 and 3.6 bohr, but every spacing is at least $a=1.4$ bohr. Each $|x_i|$ is then at least its value in the equally spaced row, and atoms $k$ places apart are at least $ka$ apart. So $x\cdot x$ is no smaller than the expression above, and the bound on $S$ still holds with that $a$. Changing $\eta$ moves the size at which the excess shows, not the growth.

**Q:** Is that really the growth of a conductor, or just too much polarisability?

**A:** Evaluate the linear profile for a long chain and compare. There are $M=N-k$ pairs at separation $ka$. Write their midpoints as $ma$, with $m$ centred on zero. Each pair contributes $x_ix_{i+k}=a^2(m^2-k^2/4)$, and the sum over pairs is

$$C_k=a^2\left[\frac{M(M^2-1)}{12}-\frac{Mk^2}{4}\right].$$

Divide by $x\cdot x\approx a^2N^3/12$ and put $t=k/N$. For large $N$ the ratio is $(1-t)^3-3t^2(1-t)=1-3t+2t^3$.

Next split $J(ka)$ into $1/(ka)$ and a short-range remainder. The remainder matters only at small $k$, where the ratio is 1, so it merely changes the hardness to

$$\eta_s=\eta+2\sum_{k\ge1}\left[J(ka)-\frac1{ka}\right].$$

The Coulomb part needs $\sum_{k<N}1/k\to\ln N+\gamma$, with $\gamma=0.5772$ Euler's constant, and $\int_0^1(-3+2t^2)\,dt=-7/3$. Thus

$$\frac{x^{T}Hx}{x\cdot x}\to\eta_s+\frac2a\left(\ln N+\gamma-\frac73\right).$$

With $L=Na$ we have $a^2N^3=L^3/a$. Define a length $r$ by $\ln(2a/r)=\gamma+a\eta_s/2$. The linear-profile estimate becomes

$$\alpha\approx\frac{L^3}{12\left[a\eta_s+2(\ln N+\gamma-\frac73)\right]}=\frac{L^3}{24\left[\ln(2L/r)-\frac73\right]} .$$

**Q:** What is $r$ physically?

**A:** The radius of a conducting tube. Put a linear charge profile on a thin hollow tube of radius $r$ and length $L$. Two points on its surface at axial separation $u$ and angle $\theta$ are $\sqrt{u^2+\rho^2}$ apart, with $\rho=2r|\sin(\theta/2)|$. The pair weight is again $1-3t+2t^3$, now with $t=u/L$. For $\rho\ll L$ its integral with the inverse distance is $\ln(2L/\rho)-7/3$. Averaging over angle replaces $\ln\rho$ by $\ln r$, because $\ln|2\sin(\theta/2)|=-\sum_n\cos(n\theta)/n$ has zero mean. The result is the same formula, so at this level the chain and the tube are equivalent.

For a model chain with $a=2$ bohr and $\eta=0.8$ hartree, the sum gives $\eta_s=0.755$ hartree and $r=4e^{-0.577-0.755}=1.06$ bohr. I solved the QEq equations directly. For the tube I found the surface charge that cancels the axial field, using rings 0.5 bohr wide. Polarisabilities in bohr³:

| $N$ | QEq | tube | formula |
|---:|---:|---:|---:|
| 100 | $9.58\times10^4$ | $9.56\times10^4$ | $9.25\times10^4$ |
| 800 | $3.049\times10^7$ | $3.048\times10^7$ | $3.003\times10^7$ |

With these rings the chain and the tube differ by 0.18% of the tube value at $N=100$ and by 0.02% at $N=800$. These gaps are no larger than the discretisation error of the tube: at $N=100$, rings of width 0.25, 0.125 and 0.0625 bohr raise the tube value to $9.573$, $9.579$ and $9.582\times10^4$, so the gap shrinks below 0.1% and changes sign. The formula is 3.5% and 1.5% below QEq, since the true charge profile is not quite linear.

**Q:** I see the metal. But where did I put it in? I never said that the gap was zero.

**A:** You said it through the hardness. Separate the Coulomb energy from the rest, and ask how electrons respond to a given total potential of wave number $k$. If $h$ is the part of $\eta$ beyond Coulomb self-repulsion, a site minimises $\tfrac12hq^2+\phi q$ and takes $q=-\phi/h$. That response, $1/h$, is the same for every wavelength. With your Gaussian choice $h=0$, and the atoms form a perfect conductor of smeared charge.

An insulator is different. Take independent electrons on a half-filled ring of $N$ sites, with $k$ measured per site. Second-order perturbation theory gives the response per site

$$X(k)=\frac4N\sum_{o,u}\frac{|\langle u|e^{ikx}|o\rangle|^2}{\varepsilon_u-\varepsilon_o},$$

where $o$ runs over occupied and $u$ over empty orbitals. One factor 2 is for spin; the other arises because the first-order orbital enters the density together with its conjugate. For the one-electron Hamiltonian $\hat h$,

$$(\varepsilon_u-\varepsilon_o)\langle u|e^{ikx}|o\rangle=\langle u|[\hat h,e^{ikx}]|o\rangle .$$

The commutator contains the hopping times differences of $e^{ikx}$ between neighbours, so it is of order $k$. With a gap, all denominators stay finite, and $X$ vanishes at least as fast as $k^2$.

**Q:** And without a gap?

**A:** For uniform hopping $t_0$ the band is $-2t_0\cos p$, with slope $2t_0$ at the Fermi point $p=\pi/2$. A potential with $m$ waves, $k=2\pi m/N$, couples $m$ occupied orbitals to empty ones across that point, each with a matrix element of modulus 1 and an energy difference of about $2t_0k$. Then $X=(4/N)\,m/(2t_0k)=1/(\pi t_0)$, a constant.

I diagonalised a ring of 402 sites with $t_0=0.1$ hartree. For one and two waves the response is 3.183 per hartree both times, equal to $1/(\pi t_0)$. With hoppings alternating between $1.3t_0$ and $0.7t_0$, which opens a gap, it is 0.00155 and 0.00619. Doubling $k$ multiplies it by 3.99. The inverse response of this insulator therefore contains a term growing as $1/k^2$, and a finite hardness has no such term.

**Q:** Can I add it without abandoning the method?

**A:** Yes, by charging for the transfer rather than only for the accumulated charge. Let $p_j$ be the charge moved from atom $j$ to atom $j+1$, so that $q_j=p_{j-1}-p_j$. Add $\tfrac12\kappa\sum_jp_j^2$ to the energy. For a long wave $|q_k|^2=4\sin^2(k/2)|p_k|^2\approx k^2|p_k|^2$. The new cost is thus $\tfrac12\kappa|q_k|^2/k^2$, which is the missing term.

In a field the dipole is $x\cdot q=a\sum_jp_j$. Dropping the positive Coulomb energy from the maximum principle can only raise it:

$$\alpha\le\max_p\sum_{j=1}^{N-1}\left(2ap_j-\kappa p_j^2\right)=\frac{(N-1)a^2}{\kappa}.$$

**Q:** Could the true value lie far below that?

**A:** Try equal transfers $p_j=P$. The interior stays neutral, and only the end atoms carry $\mp P$. Their contribution to $q^{T}Hq$ is at most $2\eta P^2$, so

$$\alpha\ge\max_P\left[2a(N-1)P-\bigl((N-1)\kappa+2\eta\bigr)P^2\right]=\frac{a^2(N-1)^2}{(N-1)\kappa+2\eta}.$$

The two bounds differ by less than $2\eta a^2/\kappa^2$, whatever $N$ is. For the model chain with $\kappa=1$ hartree, each added atom should contribute $a^2/\kappa=4$ bohr³. Solving the equations gives 4.000 per atom between $N=400$ and 800, and $\alpha=3190.5$ bohr³ at $N=800$, against the upper bound $799\times4=3196$.

**Q:** My H$_2$ molecules are not bonded to each other. Do they need a new parameter?

**A:** Only a prohibition: allow transfer within each molecule and none between molecules. If $p$ moves across each bond, then $q\cdot q=2\,p\cdot p$. With $\lambda$ the lowest eigenvalue of $H$, each molecule contributes at most $2Rp-2\lambda p^2$, so

$$\alpha\le\frac{nR^2}{2\lambda}.$$

This is linear in $n$ as long as $\lambda$ stays above a positive value. At $n=128$ it is 0.111 hartree, which bounds the polarisability per molecule by about 8.85 bohr³. The calculated value is 8.82. At $n=16$ it is 8.61, against 8.38 from Hartree–Fock, with the same hardness that gave 503 under free flow. With aug-cc-pVDZ and a refitted hardness the pair is about 8.7 against 8.3, so the agreement is at the level of 3 to 4%.

**Q:** Does the prohibition also cure dissociation?

**A:** If the fragments are declared separate, each stays neutral. If they are joined by a bond cost, the diatomic charge becomes $(\chi_B-\chi_A)/(\eta_A+\eta_B-2J+\kappa)$, and it vanishes at large distance only if $\kappa$ grows without limit there. Where charge may flow, and at what cost, is then an input that has to be justified for the process studied.

**Q:** Suppose my environment is a compact cluster instead of a chain. Would I notice the fault in the growth of the polarisability?

**A:** Not from the exponent. On the surface of a conducting sphere of radius $b$, the induced dipole potential $d\cos\theta/b^2$ must cancel $-Fb\cos\theta$, so $\alpha=d/F=b^3$, proportional to the volume. Linear growth with the number of atoms is therefore no proof of insulating behaviour in a compact body. A clearer sign is the field inside, which a conductor screens out and an insulator only reduces. Free-flow QEq is a reasonable starting point where charge truly moves freely, as in a metal. For an insulator, a fit at one size does not license its use at another.
